# Annealed Quasirandom Cells and the First Unmatched Neighbour Shell: verification in Python

```python
"""
Special quasirandom structures (SQS) on the fcc lattice, tested on a pair model.

Result under test: for spins +1 (B, fraction x) and -1 (A), m = 2x-1, the energy
error per atom of a periodic cell relative to the infinite random alloy is
    error = sum_s (z_s/2) J_s (P_s - m^2),
P_s = mean spin product on neighbour shell s, z_s = its coordination number,
J_s = pair energy. If shells 1..n are matched and J_s decays fast, the rms error
over many cells follows shell n+1. Energies are in meV per atom.
"""
import itertools
import math
import random
import numpy as np
from scipy import constants
from scipy.optimize import minimize

rng = np.random.default_rng(12)
rnd = random.Random(12)
PRIM = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])   # units of cubic a
L = 4
N = L**3
X = 0.25
M = 2 * X - 1
V = 1 - M**2                                               # spin variance
J = 20.0 * (-0.2) ** np.arange(6)                          # meV, shells 1..6

# ---------- geometry: shell s has r^2 = s a^2/2 ----------
shells = {s: [] for s in range(1, 7)}
for n in itertools.product(range(-3, 4), repeat=3):
    s = int(round(2 * np.sum((np.array(n) @ PRIM) ** 2)))
    if s in shells:
        shells[s].append(n)
Z = np.array([len(shells[s]) for s in range(1, 7)])
assert list(Z) == [12, 6, 24, 12, 24, 8]


def grid(size):
    return np.array(list(itertools.product(range(size), repeat=3)))


def site_index(coords, size):
    c = np.mod(coords, size)
    return (c[..., 0] * size + c[..., 1]) * size + c[..., 2]


def neighbour_matrices(size):
    g = grid(size)
    c = np.zeros((6, size**3, size**3))
    rows = np.arange(size**3)
    for s in range(1, 7):
        for n in shells[s]:
            c[s - 1, rows, site_index(g + np.array(n), size)] += 1
    return c


SITES = grid(L)
C = neighbour_matrices(L)
C_FLAT = C.reshape(6 * N, N)
corners = np.vstack([np.zeros((1, 3), int), np.eye(3, dtype=int)])
TET = np.array([[site_index(g + sign * c, L) for c in corners]
                for g in SITES for sign in (1, -1)])
TRI = np.vstack([TET[:, list(f)] for f in itertools.combinations(range(4), 3)])
T0, T1, T2 = TRI.T.copy()
Q0, Q1, Q2, Q3 = TET.T.copy()


def pair_corr(spin, n=6):
    return (C_FLAT[:n * N] @ spin).reshape(n, N) @ spin / (N * Z[:n])


def tri_corr(spin):
    return (spin[T0] * spin[T1] * spin[T2]).mean()


def tet_corr(spin):
    return (spin[Q0] * spin[Q1] * spin[Q2] * spin[Q3]).mean()


def random_spin():
    spin = -np.ones(N)
    spin[rng.permutation(N)[:int(N * X)]] = 1
    return spin


# ---------- direct energy from distances to periodic images ----------
POS = SITES @ PRIM
IMAGE_SHELLS = []
for shift in itertools.product((-1, 0, 1), repeat=3):
    diff = POS[None] - POS[:, None] + L * np.array(shift) @ PRIM
    IMAGE_SHELLS.append(np.minimum(np.rint(2 * (diff**2).sum(-1)), 7).astype(int))


def direct_energy(spin, couplings):
    table = np.zeros(8)
    table[1:7] = couplings
    return sum(0.5 * spin @ table[s] @ spin for s in IMAGE_SHELLS) / N


def random_energy(couplings):
    return M**2 * np.sum(Z * couplings) / 2


# ---------- random-alloy values from independently filled big crystals ----------
samples = []
for _ in range(24):
    big = np.where(rng.random((20, 20, 20)) < X, 1.0, -1.0)

    def moved(n):
        return np.roll(big, tuple(-k for k in n), axis=(0, 1, 2))
    e_big = sum(0.5 * J[s - 1] * (big * moved(n)).mean()
                for s in shells for n in shells[s])
    three = big * moved((1, 0, 0)) * moved((0, 1, 0))
    samples.append([e_big, three.mean(), (three * moved((0, 0, 1))).mean()])
samples = np.array(samples)
big_mean = samples.mean(0)
big_se = samples.std(0, ddof=1) / math.sqrt(len(samples))
assert np.all(np.abs(big_mean - [random_energy(J), M**3, M**4]) < 4 * big_se)

# ---------- statistics of randomly filled cells at fixed composition ----------
many = rng.permuted(np.tile(random_spin(), (4000, 1)), axis=1)
dev_many = np.array([((many @ C[s]) * many).sum(1) / (N * Z[s]) - M**2
                     for s in range(3)])
mean_formula = -V / (N - 1)
sd_formula = V * np.sqrt(2 / (N * Z[:3]) * (1 - Z[:3] / (N - 1)))
assert np.all(np.abs(dev_many.mean(1) - mean_formula)
              < 4 * dev_many.std(1) / math.sqrt(4000))
assert np.all(np.abs(dev_many.std(1) / sd_formula - 1) < 0.05)

# ---------- annealing ----------
PAIR_WEIGHT, HOT, COLD, CYCLE = 4.0, 0.10, 0.015, 2000


def mismatch(spin, n, many_body):
    q = PAIR_WEIGHT * np.abs(pair_corr(spin, n) - M**2).sum()
    if many_body:
        q += abs(tri_corr(spin) - M**3) + abs(tet_corr(spin) - M**4)
    return q


def anneal(n, many_body=False, goal=0.0):
    spin = random_spin()
    up = [int(i) for i in np.flatnonzero(spin > 0)]
    down = [int(i) for i in np.flatnonzero(spin < 0)]
    start = now = mismatch(spin, n, many_body)
    step = 0
    while now > goal + 1e-9:
        assert step < 200000, "annealing did not reach its goal"
        temp = HOT * (COLD / HOT) ** ((step % CYCLE) / CYCLE)
        p, q = rnd.randrange(len(up)), rnd.randrange(len(down))
        i, j = up[p], down[q]
        spin[i], spin[j] = -1, 1
        trial = mismatch(spin, n, many_body)
        if trial <= now or rnd.random() < math.exp((now - trial) / temp):
            now = trial
            up[p], down[q] = j, i
        else:
            spin[i], spin[j] = 1, -1
        step += 1
    return spin, step, start, now


FLOOR = 1 / 64
sqs, steps, q_start, q_end = anneal(4, True, FLOOR)
sqs_pairs = pair_corr(sqs)
assert np.allclose(sqs_pairs[:4], M**2, atol=1e-12)
assert abs(q_end - FLOOR) < 1e-9
# triangle list against closed walks on the nearest-neighbour graph
walk = sqs[:, None] * C[0]
assert len(TRI) == round(np.trace(C[0] @ C[0] @ C[0]) / 6)
assert abs(np.trace(walk @ walk @ walk) / 6 / len(TRI) - tri_corr(sqs)) < 1e-12
# occupation counts: tetrahedron deviation from B clusters alone
occ = (sqs + 1) / 2
n_bbb = occ[TRI].prod(1).sum()
n_bbbb = occ[TET].prod(1).sum()
tet_from_counts = (16 * (n_bbbb / len(TET) - X**4)
                   - 32 * (n_bbb / len(TRI) - X**3))
assert abs(tet_from_counts - (tet_corr(sqs) - M**4)) < 1e-12

# energy identity, and zero error when the interaction ends at shell 4
sqs_error = direct_energy(sqs, J) - random_energy(J)
assert abs(sqs_error - np.sum(Z / 2 * J * (sqs_pairs - M**2))) < 1e-9
J_short = np.where(np.arange(6) < 4, J, 0)
assert abs(direct_energy(sqs, J_short) - random_energy(J_short)) < 1e-9

# ---------- sum rule over translation classes of the cell ----------
cube = sqs.reshape(L, L, L)
classes = {}
for n in itertools.product(range(L), repeat=3):
    if n == (0, 0, 0):
        continue
    nearest = min(int(round(2 * np.sum(((np.array(n) - L * np.array(k)) @ PRIM) ** 2)))
                  for k in itertools.product((-1, 0, 1, 2), repeat=3))
    value = (cube * np.roll(cube, tuple(-k for k in n), axis=(0, 1, 2))).mean()
    assert value >= 1 - 4 * X - 1e-12
    classes.setdefault(nearest, []).append(value)
assert sorted(classes) == [1, 2, 3, 4, 5, 6, 8]
for s in range(1, 7):
    assert abs(np.mean(classes[s]) - sqs_pairs[s - 1]) < 1e-12
class_sum = sum(np.sum(np.array(v) - M**2) for v in classes.values())
assert abs(class_sum + V) < 1e-12
# with shells 1..6 matched the last class would need this correlation:
needed_last = M**2 - V / len(classes[8])
assert needed_last < 1 - 4 * X

# ---------- ladder: n matched shells, n = 0..4 ----------
CELLS = 30


def rms(a):
    return float(np.sqrt(np.mean(np.square(a))))


ladder, dev_one, tri_pair_only = [], None, None
for n in range(5):
    cells = [anneal(n)[0] if n else random_spin() for _ in range(CELLS)]
    dev = np.array([pair_corr(c) for c in cells]) - M**2
    err = np.array([direct_energy(c, J) for c in cells]) - random_energy(J)
    lead = Z[n] / 2 * J[n] * dev[:, n]
    ladder.append((n, rms(err), rms(lead), rms(err - lead) / rms(lead)))
    assert 0.7 < rms(err) / rms(lead) < 1.4
    assert rms(err - lead) < 0.7 * rms(lead)
    if n == 1:
        J_odd = np.array([20.0, -0.2, 4.0, 0, 0, 0])
        err_odd = np.array([direct_energy(c, J_odd) for c in cells]) - random_energy(J_odd)
        odd = (rms(err_odd), rms(Z[1] / 2 * J_odd[1] * dev[:, 1]),
               rms(Z[2] / 2 * J_odd[2] * dev[:, 2]))
        assert odd[0] > 5 * odd[1] and abs(odd[0] / odd[2] - 1) < 0.2
    if n == 4:
        tri_pair_only = np.array([tri_corr(c) for c in cells]) - M**3
assert all(a[1] > b[1] for a, b in zip(ladder, ladder[1:]))

# ---------- ordered L1_2 structure: known correlations 0 (odd), 1 (even) ----------
l12 = np.where(np.all(np.abs(POS - np.rint(POS)) < 1e-9, axis=1), 1.0, -1.0)
assert l12.sum() == N * M
e_l12 = direct_energy(l12, J) - random_energy(J)
assert abs(e_l12 - np.sum(Z / 2 * J * (np.array([0, 1, 0, 1, 0, 1]) - M**2))) < 1e-9

# ---------- neglected: short-range order, canonical Monte Carlo ----------
TEMP = 1000.0
KT = constants.k * TEMP / constants.e * 1000               # meV
big_l = 8
big_n = big_l**3
W = np.tensordot(J, neighbour_matrices(big_l), axes=1)
spin = -np.ones(big_n)
spin[rng.permutation(big_n)[:big_n // 4]] = 1
up = [int(i) for i in np.flatnonzero(spin > 0)]
down = [int(i) for i in np.flatnonzero(spin < 0)]
field = W @ spin
energy = 0.5 * spin @ field
record, downhill, uphill_weight = [], 0, 0.0
BURN, TOTAL = 25000, 125000
for step in range(TOTAL):
    p, q = rnd.randrange(len(up)), rnd.randrange(len(down))
    i, j = up[p], down[q]
    change = float(2 * (field[j] - field[i]) - 4 * W[i, j])
    weight = 1.0 if change <= 0 else math.exp(-change / KT)
    if step >= BURN:
        if change < -1e-9:
            downhill += 1
        elif change > 1e-9:
            uphill_weight += weight
    if rnd.random() < weight:
        field += 2 * (W[j] - W[i])
        spin[i], spin[j] = -1, 1
        up[p], down[q] = j, i
        energy += change
    if step >= BURN:
        record.append(energy)
assert abs(energy - 0.5 * spin @ W @ spin) < 1e-5          # bookkeeping
assert abs(uphill_weight / downhill - 1) < 0.1             # detailed balance
blocks = np.array(record).reshape(10, -1).mean(1) / big_n - random_energy(J)
sro, sro_se = blocks.mean(), blocks.std(ddof=1) / math.sqrt(10)

# ---------- neglected: relaxation, nearest-neighbour springs in the SQS ----------
K_SI, SIZE_DIFF, D0 = 30.0, 0.03, 0.265                    # N/m, nm, nm
K = K_SI / constants.e * 1e-18 * 1000                      # meV/nm^2
half = [n for n in shells[1] if n > (0, 0, 0)]
start_site = np.tile(np.arange(N), len(half))
end_site = np.concatenate([site_index(SITES + np.array(n), L) for n in half])
unit = np.repeat(np.array([np.array(n) @ PRIM * math.sqrt(2) for n in half]), N, axis=0)
misfit = (sqs[start_site] + sqs[end_site] - 2 * M) / 4     # units of SIZE_DIFF
A = np.zeros((len(unit), N, 3))
bond = np.arange(len(unit))
A[bond, end_site] += unit
A[bond, start_site] -= unit
A = A.reshape(len(unit), 3 * N)
u_lin = np.linalg.lstsq(A, misfit, rcond=None)[0]
scale = 0.5 * K * SIZE_DIFF**2 / N
strain_start = scale * np.sum(misfit**2)
relax_lin = strain_start - scale * np.sum((A @ u_lin - misfit) ** 2)


def true_springs(u):
    u = u.reshape(N, 3)
    vec = D0 / SIZE_DIFF * unit + u[end_site] - u[start_site]
    length = np.sqrt((vec**2).sum(1))
    res = length - D0 / SIZE_DIFF - misfit
    pull = 2 * (res / length)[:, None] * vec
    grad = np.zeros((N, 3))
    np.add.at(grad, end_site, pull)
    np.add.at(grad, start_site, -pull)
    return np.sum(res**2), grad.ravel()


best = minimize(true_springs, np.zeros(3 * N), jac=True, method="L-BFGS-B",
                options={"maxiter": 1000})
relax_full = strain_start - scale * best.fun
assert abs(relax_full / relax_lin - 1) < 0.25              # finite-strain terms

# ---------- neglected: triangle interaction ----------
J_TRI = 2.0
tri_per_atom = len(TRI) / N
tri_err_pair_only = tri_per_atom * J_TRI * rms(tri_pair_only)
tri_err_sqs = tri_per_atom * J_TRI * (tri_corr(sqs) - M**3)

# ---------- output ----------
print(f"cell: N = {N} sites, B atoms = {int(N * X)}, x = {X}, m = {M}")
print(f"targets m^2, m^3, m^4 = {M**2}, {M**3}, {M**4}")
print("coordination z, shells 1-6:", *Z)
print("J, shells 1-6 (meV):", *[f"{j:.4f}" for j in J])
print(f"random-alloy energy, formula = {random_energy(J):.4f} meV/atom")
print(f"same, big random crystals = {big_mean[0]:.3f} +- {big_se[0]:.3f} meV/atom")
print(f"triangle, big crystals = {big_mean[1]:.4f} +- {big_se[1]:.4f}")
print(f"tetrahedron, big crystals = {big_mean[2]:.4f} +- {big_se[2]:.4f}")
print(f"random cells: mean deviation, formula = {mean_formula:.5f}")
print("  sampled, shells 1-3:", *[f"{d:.5f}" for d in dev_many.mean(1)])
print("  spread, formula, shells 1-3:", *[f"{d:.4f}" for d in sd_formula])
print("  spread, sampled, shells 1-3:", *[f"{d:.4f}" for d in dev_many.std(1)])
print(f"annealing: T from {HOT} to {COLD}, cycle {CYCLE}, pair weight {PAIR_WEIGHT}")
print(f"SQS: Q start = {q_start:.4f}, Q end = {q_end:.6f}, proposals = {steps}")
print("SQS B sites (n1n2n3):", *["".join(map(str, g)) for g in SITES[sqs > 0]])
print("SQS pair correlations, shells 1-6:", *[f"{p:.4f}" for p in sqs_pairs])
print(f"SQS triangle = {tri_corr(sqs):.6f}, tetrahedron = {tet_corr(sqs):.6f}")
print(f"SQS counts: BBB triangles = {n_bbb:.0f}, BBBB tetrahedra = {n_bbbb:.0f}")
print(f"random targets: BBB = {len(TRI) * X**3:.1f}, BBBB = {len(TET) * X**4:.1f}")
print("translation classes (shell:count):", *[f"{s}:{len(classes[s])}" for s in sorted(classes)])
print(f"SQS shell-8 correlation = {np.mean(classes[8]):.4f}")
print(f"sum of class deviations = {class_sum:.4f}")
print(f"shell 8 needed if 1-6 matched = {needed_last:.2f}, lowest possible = {1 - 4 * X:.2f}")
print(f"SQS energy error = {sqs_error:.5f} meV/atom")
print(f"  its shell-5 term = {Z[4] / 2 * J[4] * (sqs_pairs[4] - M**2):.5f} meV/atom")
print(f"  its shell-6 term = {Z[5] / 2 * J[5] * (sqs_pairs[5] - M**2):.5f} meV/atom")
print(f"ladder, {CELLS} cells each, rms in meV/atom:")
for n, e, lead_rms, rest in ladder:
    print(f"  matched {n}: error {e:.4f}, shell {n + 1} term {lead_rms:.4f}, rest/term {rest:.2f}")
print("counterexample J, shells 1-3 (meV):", *J_odd[:3])
print(f"  shell 1 matched: rms error = {odd[0]:.3f} meV/atom")
print(f"  rms shell-2 term = {odd[1]:.3f}, shell-3 term = {odd[2]:.3f} meV/atom")
print(f"L1_2 order minus random = {e_l12:.3f} meV/atom")
print(f"short-range order at {TEMP:.0f} K (kT = {KT:.2f} meV), {big_n} sites:")
print(f"  energy shift = {sro:.2f} +- {sro_se:.2f} meV/atom")
print(f"  uphill/downhill balance = {uphill_weight / downhill:.3f}")
print(f"springs: {K_SI} N/m, size difference {SIZE_DIFF} nm, mean distance {D0} nm")
print(f"  strain energy before relaxation = {strain_start:.2f} meV/atom")
print(f"  energy released, linear = {relax_lin:.2f}, nonlinear = {relax_full:.2f} meV/atom")
print(f"triangle interaction {J_TRI} meV, {tri_per_atom:.0f} triangles per atom:")
print(f"  rms error, pair-only cells = {tri_err_pair_only:.3f} meV/atom")
print(f"  error, SQS = {tri_err_sqs:.3f} meV/atom")
print("PASS")
```

Printed output:

```
cell: N = 64 sites, B atoms = 16, x = 0.25, m = -0.5
targets m^2, m^3, m^4 = 0.25, -0.125, 0.0625
coordination z, shells 1-6: 12 6 24 12 24 8
J, shells 1-6 (meV): 20.0000 -4.0000 0.8000 -0.1600 0.0320 -0.0064
random-alloy energy, formula = 29.2496 meV/atom
same, big random crystals = 29.462 +- 0.276 meV/atom
triangle, big crystals = -0.1269 +- 0.0027
tetrahedron, big crystals = 0.0644 +- 0.0026
random cells: mean deviation, formula = -0.01190
  sampled, shells 1-3: -0.01161 -0.01131 -0.01193
  spread, formula, shells 1-3: 0.0344 0.0515 0.0213
  spread, sampled, shells 1-3: 0.0348 0.0517 0.0211
annealing: T from 0.1 to 0.015, cycle 2000, pair weight 4.0
SQS: Q start = 0.5313, Q end = 0.015625, proposals = 949
SQS B sites (n1n2n3): 000 001 010 013 022 033 110 112 120 122 123 130 203 210 310 321
SQS pair correlations, shells 1-6: 0.2500 0.2500 0.2500 0.2500 0.2083 0.2500
SQS triangle = -0.109375, tetrahedron = 0.062500
SQS counts: BBB triangles = 9, BBBB tetrahedra = 1
random targets: BBB = 8.0, BBBB = 0.5
translation classes (shell:count): 1:12 2:6 3:24 4:6 5:12 6:2 8:1
SQS shell-8 correlation = 0.0000
sum of class deviations = -0.7500
shell 8 needed if 1-6 matched = -0.50, lowest possible = 0.00
SQS energy error = -0.01600 meV/atom
  its shell-5 term = -0.01600 meV/atom
  its shell-6 term = -0.00000 meV/atom
ladder, 30 cells each, rms in meV/atom:
  matched 0: error 4.2310, shell 1 term 4.2757, rest/term 0.16
  matched 1: error 0.7447, shell 2 term 0.7569, rest/term 0.30
  matched 2: error 0.2412, shell 3 term 0.2380, rest/term 0.20
  matched 3: error 0.0520, shell 4 term 0.0570, rest/term 0.22
  matched 4: error 0.0167, shell 5 term 0.0176, rest/term 0.13
counterexample J, shells 1-3 (meV): 20.0 -0.2 4.0
  shell 1 matched: rms error = 1.148 meV/atom
  rms shell-2 term = 0.038, shell-3 term = 1.153 meV/atom
L1_2 order minus random = -42.235 meV/atom
short-range order at 1000 K (kT = 86.17 meV), 512 sites:
  energy shift = -11.79 +- 0.11 meV/atom
  uphill/downhill balance = 0.997
springs: 30.0 N/m, size difference 0.03 nm, mean distance 0.265 nm
  strain energy before relaxation = 47.40 meV/atom
  energy released, linear = 10.16, nonlinear = 10.18 meV/atom
triangle interaction 2.0 meV, 8 triangles per atom:
  rms error, pair-only cells = 0.433 meV/atom
  error, SQS = 0.250 meV/atom
PASS
```
